# Two Debye relaxations of an axially symmetric molecule with a tilted dipole

## A molecule that can only spin

Take a rigid molecule whose outer shape has a symmetry axis, and a dipole of moment \(\mu\) fixed in it at an angle \(\beta\) to that axis. The charges do not share the symmetry of the shape; if they did, the dipole could have no part across the axis. Suppose first that the axis is held still and the molecule can only spin about it. The dipole then has a part \(\mu\cos\beta\) along the axis, which never moves, and a part \(\mu\sin\beta\) across it, which turns in a plane.

Let the spin angle \(\varphi\) perform Brownian motion: in each short time \(dt\) it gains an independent random increment \(\delta\), distributed symmetrically about zero with variance \(2D_\parallel dt\). This defines the rotational diffusion coefficient \(D_\parallel\), in s\(^{-1}\) because angles carry no dimension. Starting from \(\varphi=0\),

\[
\langle\cos(\varphi+\delta)\rangle
=\langle\cos\varphi\rangle\langle\cos\delta\rangle-\langle\sin\varphi\rangle\langle\sin\delta\rangle
=\langle\cos\varphi\rangle(1-D_\parallel dt).
\]

The second term vanishes by the symmetry of \(\delta\), and \(\langle\cos\delta\rangle=1-\tfrac12\langle\delta^2\rangle\) to first order in \(dt\). Hence \(\langle\cos\varphi\rangle=e^{-D_\parallel t}\). With \(\mathbf u\) the unit vector along the dipole,

\[
\langle\mathbf u(0)\cdot\mathbf u(t)\rangle=\cos^2\beta+\sin^2\beta\,e^{-D_\parallel t}.
\]

The weights \(\cos^2\beta\) and \(\sin^2\beta\) are already visible. Spinning cannot relax the part along the axis, so that part has to wait for the axis itself to tumble.

## Letting all three axes turn

Let \(\mathbf e_1,\mathbf e_2,\mathbf e_3\) be orthogonal unit vectors fixed in the molecule, with \(\mathbf e_3\) the symmetry axis. In a time \(dt\) the molecule turns by a small rotation vector \(\boldsymbol\phi=\sum_i\phi_i\mathbf e_i\), whose components along the current body axes are independent, with mean zero and variance \(2D_i\,dt\). Two assumptions enter. The motion is overdamped, so successive steps are independent, and it proceeds by small angles.

To second order in \(\boldsymbol\phi\), a rotation changes a body axis into

\[
\mathbf e_a+\boldsymbol\phi\times\mathbf e_a+\tfrac12\,\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf e_a).
\]

The linear term averages to zero. For the quadratic term, the double cross product gives

\[
\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf e_a)=\boldsymbol\phi\,\phi_a-\mathbf e_a\sum_i\phi_i^2 .
\]

Independence leaves \(\langle\boldsymbol\phi\,\phi_a\rangle=2D_a\,dt\,\mathbf e_a\). This cancels the term \(i=a\) of the sum, and the factor \(\tfrac12\) removes the 2:

\[
\frac{d\langle\mathbf e_a\rangle}{dt}=-\Gamma_a\langle\mathbf e_a\rangle,\qquad
\Gamma_a=\sum_{i\ne a}D_i .
\]

The average is taken at a given starting orientation. Each body axis thus decays at the sum of the diffusion coefficients about the other two axes, since turning about an axis does not move that axis.

Now let the diffusion be axially symmetric: \(D_1=D_2=D_\perp\) and \(D_3=D_\parallel\). Then

\[
\Gamma_3=2D_\perp,\qquad \Gamma_1=\Gamma_2=D_\perp+D_\parallel .
\]

What is needed here is symmetry of the diffusion tensor, not of the moments of inertia. The diffusion tensor depends on the shape of the molecule and its friction with the liquid.

Choose \(\mathbf e_1\) so that \(\mathbf u=\cos\beta\,\mathbf e_3+\sin\beta\,\mathbf e_1\). At a given starting orientation the mean of \(\mathbf u(t)\) is

\[
\cos\beta\,e^{-\Gamma_3t}\,\mathbf e_3(0)+\sin\beta\,e^{-\Gamma_1t}\,\mathbf e_1(0).
\]

Taking the scalar product with \(\mathbf u(0)\), and using \(\mathbf e_1\cdot\mathbf e_3=0\) to remove the cross terms, gives

\[
C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle
=\cos^2\beta\,e^{-2D_\perp t}+\sin^2\beta\,e^{-(D_\perp+D_\parallel)t}.
\]

I call the first term the axial process and the second the transverse process.

**Limits.** For \(D_\perp=0\) the spinning molecule returns. For \(\beta=0\) or \(90^\circ\) one term remains. For \(D_\parallel=D_\perp=D\) both rates equal \(2D\) and the tilt drops out, as it must when no body axis is distinguished. For \(D_\parallel=0\) the axial process is twice as fast as the transverse one, because two rotations move \(\mathbf e_3\) and one moves \(\mathbf e_1\).

**Numerical test.** The mean matrix of a finite random rotation was computed and multiplied by itself 500 and 1000 times, and the two results were extrapolated to zero step. This was done at 0.1, 0.5 and 1.0 ns for a rod-like case (\(D_\perp=0.5\), \(D_\parallel=5\) ns\(^{-1}\), \(\beta=50^\circ\)) and a disc-like case (\(D_\perp=2\), \(D_\parallel=0.4\) ns\(^{-1}\), \(\beta=0.6\) rad). The largest deviation from the formula was \(4\times10^{-8}\), on a scale where \(C(0)=1\).

## Adding an electric field

A dielectric measurement records the response to a field, so the same molecule is now placed in a weak field \(E(t)\) along the fixed unit vector \(\mathbf Z\). For the moment this applied field is also taken as the field acting on the dipole. The dipoles are independent and the liquid is isotropic.

The field exerts a torque whose component about \(\mathbf e_i\) is \(T_i\). The resulting drift follows from thermal equilibrium. For rotation about one fixed axis by an angle \(\alpha\), in a potential \(V(\alpha)\), the probability current is \(mTP-D\,dP/d\alpha\), with \(T=-dV/d\alpha\) and an unknown mobility \(m\). It must vanish for \(P\propto e^{-V/k_BT}\), where \(T\) in the product \(k_BT\) is the temperature. Since then \(dP/d\alpha=(\text{torque})\,P/k_BT\), the mobility is \(m=D/k_BT\). In a time \(dt\) the rotation component \(\phi_i\) therefore acquires the mean \(D_iT_i\,dt/k_BT\).

Write \(n_a=\mathbf Z\cdot\mathbf e_a\) and \(\boldsymbol\mu=\sum_b\mu_b\mathbf e_b\). The torque is \(\boldsymbol\mu\times E\mathbf Z\), so by cyclic exchange in the triple product

\[
T_i=E\sum_b\mu_b\,(\mathbf e_b\times\mathbf Z)\cdot\mathbf e_i
=E\sum_b\mu_b\,\mathbf Z\cdot(\mathbf e_i\times\mathbf e_b).
\]

The linear term \(\boldsymbol\phi\times\mathbf e_a\) no longer averages to zero:

\[
\frac{d\langle n_a\rangle}{dt}=-\Gamma_a\langle n_a\rangle
+\sum_i\frac{D_i}{k_BT}\,\big\langle T_i\,\mathbf Z\cdot(\mathbf e_i\times\mathbf e_a)\big\rangle .
\]

The torque is already of first order in \(E\), so to that order the last average may be taken over uniformly distributed orientations. For two vectors \(\mathbf p,\mathbf q\) fixed in the body, this average is \(\langle(\mathbf Z\cdot\mathbf p)(\mathbf Z\cdot\mathbf q)\rangle=\mathbf p\cdot\mathbf q/3\). Here

\[
(\mathbf e_i\times\mathbf e_a)\cdot(\mathbf e_i\times\mathbf e_b)=\delta_{ab}-\delta_{ia}\delta_{ib},
\]

which is zero for \(a\neq b\), and for \(a=b\) is 1 unless \(i=a\). The sum over \(i\) therefore rebuilds \(\Gamma_a\):

\[
\frac{d\langle n_a\rangle}{dt}=-\Gamma_a\left(\langle n_a\rangle-\frac{\mu_aE}{3k_BT}\right).
\]

In a constant field \(\langle n_a\rangle\) settles at \(\mu_aE/3k_BT\), which is the first-order Boltzmann average.

For \(E=E_0e^{i\omega t}\), replace \(d/dt\) by \(i\omega\) and divide by \(\Gamma_a\):

\[
\langle n_a\rangle=\frac{\mu_aE}{3k_BT}\,\frac1{1+i\omega/\Gamma_a}.
\]

With \(N\) molecules per volume the polarization is \(N\sum_a\mu_a\langle n_a\rangle\). Dividing by \(\varepsilon_0E\) and inserting \(\mu_3=\mu\cos\beta\), \(\mu_1=\mu\sin\beta\), \(\mu_2=0\) yields

\[
\chi(\omega)=S\left[\frac{\cos^2\beta}{1+i\omega\tau_1}+\frac{\sin^2\beta}{1+i\omega\tau_2}\right],\qquad
S=\frac{N\mu^2}{3\varepsilon_0k_BT},
\]

\[
\tau_1=\frac1{2D_\perp},\qquad \tau_2=\frac1{D_\perp+D_\parallel}.
\]

With \(\chi=\chi'-i\chi''\), the loss \(\chi''\) is positive.

**Limit.** If \(D_\perp\to0\) at fixed \(\omega>0\), the axial term vanishes and the amplitude \(S\sin^2\beta\) remains. The frozen axis cannot follow the field.

**Numerical test.** The diffusion equation in a field was solved on a grid of 60 by 64 orientations, for the same rod-like and disc-like cases, at \(\omega=0.3\), 2 and 8 rad/ns. The complex response differed from the formula by at most \(3\times10^{-4}\) of the static value \(S\).

## Numbers for a rod-like molecule

Take \(D_\perp=0.5\) ns\(^{-1}\), \(D_\parallel=5\) ns\(^{-1}\), \(\beta=50^\circ\), \(\mu=3\) D, a concentration of 0.1 mol/L and 300 K. The axial rate is \(2\times0.5=1.0\) ns\(^{-1}\) and the transverse rate is \(0.5+5=5.5\) ns\(^{-1}\). The times are \(\tau_1=1.0\) ns and \(\tau_2=0.18\) ns, and the corresponding frequencies \(\Gamma/2\pi\) are 159 and 875 MHz. The weights are \(\cos^250^\circ=0.413\) and \(\sin^250^\circ=0.587\). At 0.5 ns, for instance,

\[
C=0.413\,e^{-0.5}+0.587\,e^{-2.75}=0.288 .
\]

For the strength, \(\mu=1.001\times10^{-29}\) C m and \(N=6.02\times10^{25}\) m\(^{-3}\), so

\[
S=\frac{(6.02\times10^{25}\ \text{m}^{-3})(1.001\times10^{-29}\ \text{C m})^2}{3\varepsilon_0k_B(300\ \text{K})}=0.0548 .
\]

The axial amplitude is \(0.413S=0.0226\) and the transverse amplitude is \(0.587S=0.0322\).

### Two processes, one maximum

The computed loss has a single maximum, at 637 MHz, between the two Debye frequencies. Its height is \(0.376S\), against \(0.5S\) for a single Debye process of the same strength. Its full width at half height is 1.64 decades of frequency, against 1.14 for a single process.

Equal weights show how far apart two processes must lie to be separated. With \(y=\ln\omega\), each Debye loss is proportional to

\[
\frac{\omega\tau}{1+\omega^2\tau^2}=\tfrac12\,\mathrm{sech}(y+\ln\tau).
\]

For equal weights the midpoint on the logarithmic axis is stationary by symmetry. Let it lie a distance \(h\) from each centre. The second derivative of \(\mathrm{sech}\,h\) is \(\mathrm{sech}\,h\,(1-2\,\mathrm{sech}^2h)\), so the midpoint is a minimum when \(\cosh^2h>2\), that is \(\sinh h>1\), or \(h>\ln(1+\sqrt2)\). The ratio of the two rates is \(e^{2h}\), and the condition becomes

\[
\Gamma_{\text{fast}}/\Gamma_{\text{slow}}>(1+\sqrt2)^2\approx5.83 .
\]

Unequal weights raise the threshold, because the weaker process is more easily hidden. With the weights of the example the ratio would have to exceed about 10.4, and it is only 5.5. When \(D_\parallel\) is raised to 20 ns\(^{-1}\) with the other parameters held fixed, the ratio is 20.5 and the computed loss has two maxima.

### Reading the spectrum backwards

If both processes can be resolved by a fit and assigned, the model gives

\[
D_\perp=\frac{\Gamma_3}2,\qquad D_\parallel=\Gamma_1-\frac{\Gamma_3}2,\qquad
\tan^2\beta=\frac{\text{transverse amplitude}}{\text{axial amplitude}} .
\]

The assignment needs care, because the axial process is the slower one for \(D_\parallel>D_\perp\) and the faster one for \(D_\parallel<D_\perp\). In the second case \(D_\parallel=\Gamma_{\text{slow}}-\Gamma_{\text{fast}}/2\) must not be negative, so the rates can differ by at most a factor of 2. A ratio of 5.5 therefore excludes the disc-like assignment within this model.

## The field that the dipole feels

The applied field is not quite the field at the dipole. As an estimate, place the rigid dipole in an empty ellipsoidal cavity, of semi-axes \(a_1,a_2,a_3\), in a solvent of relative permittivity \(\varepsilon_s\). Let the applied field \(E\) lie along axis \(i\), with coordinate \(x_i\). Inside, try the potential \(-GEx_i\). Outside, try \(-Ex_i[1-cF(s)]\), where \(s\) labels the confocal ellipsoids \(\sum_jx_j^2/(a_j^2+s)=1\) and \(s=0\) is the surface.

With \(Q=\sum_jx_j^2/(a_j^2+s)^2\), differentiating the definition of \(s\) gives

\[
\partial_js=\frac{2x_j}{(a_j^2+s)Q},\qquad |\nabla s|^2=\frac4Q,\qquad
\nabla^2s=\frac2Q\sum_j\frac1{a_j^2+s}.
\]

In the last expression the terms with \(\sum_jx_j^2/(a_j^2+s)^3\) cancel. Laplace's equation for \(x_iF\) reads \(x_i(F''|\nabla s|^2+F'\nabla^2s)+2F'\partial_is=0\), or

\[
\frac{F''}{F'}=-\frac12\sum_j\frac1{a_j^2+s}-\frac1{a_i^2+s}.
\]

Its solution that vanishes far away is

\[
F(s)=\int_s^\infty\frac{ds'}{(a_i^2+s')\sqrt{\prod_j(a_j^2+s')}} .
\]

Continuity of the potential at \(s=0\) requires \(G=1-cF(0)\). Along the normal \(\partial x_i/\partial s=x_i/2(a_i^2+s)\), and \(F'(0)=-1/(a_i^2a_1a_2a_3)\). Continuity of the normal displacement, multiplied by \(2a_i^2\), then requires

\[
G=\varepsilon_s\left(G+\frac{2c}{a_1a_2a_3}\right).
\]

Define \(A_i=a_1a_2a_3F(0)/2\). Eliminating \(c=(1-G)/F(0)\) gives \(G=\varepsilon_s[G+(1-G)/A_i]\), and hence

\[
G_i=\frac{\varepsilon_s}{\varepsilon_s+(1-\varepsilon_s)A_i}.
\]

This factor enters twice. The cavity turns with the molecule, so the energy of the dipole in the cavity field is \(-E\sum_bG_b\mu_bn_b\). The torque follows from the change of this energy on rotation, so \(\mu_b\) becomes \(G_b\mu_b\) there. This total torque includes the one that the solvent exerts on the non-spherical cavity, and it differs from the cross product of the dipole with the cavity field alone. The dipole's effect on the electrodes is changed as well. Compare a state with voltage \(U\) across plates a distance \(d\) apart and no dipole, with a state in which the plates are short-circuited and the dipole is present. Green's reciprocity theorem for a linear medium equates the induced charge times \(U\) to the dipole times its cavity field \(GU/d\), up to sign. The induced charge is \(G\mu/d\), so the polarization also contains \(G_a\mu_a\). Each amplitude is multiplied by \(G_a^2\). The rates do not change, provided the solvent polarization follows the molecule instantly. The field reflected back onto the dipole is then fixed in the body, and its energy does not depend on orientation.

For a molecule 2.0 nm long and 0.5 nm wide in a solvent with \(\varepsilon_s=2\), the factors are 1.04 along the axis and 1.30 across it. A separate matching of potentials in spheroidal coordinates reproduced both to a relative \(10^{-6}\). The amplitudes become

\[
0.0226\times1.04^2=0.024,\qquad 0.0322\times1.30^2=0.054 .
\]

The axial weight falls from 0.41 to 0.31, and the total strength rises by about 44%. A fit that ignored the cavity would report a tilt of \(56^\circ\) for a true \(50^\circ\). The molecule's own electronic polarizability is left out, and it matters. If the interior is given a relative permittivity of 2, and \(\mu\) and \(\beta\) are those of the isolated molecule, the strength rises by about 73% and the apparent tilt becomes \(58^\circ\). The empty-cavity figures therefore indicate the rough size of the effect and are not a correction to apply.

## Smaller effects and the real case

**Unequal transverse diffusion.** With transverse coefficients 0.55 and 0.45 ns\(^{-1}\), the general rule for \(\Gamma_a\) splits the transverse rate into 5.45 and 5.55 ns\(^{-1}\), a spread of 1.8%. Averaged random rotations confirmed the three rates to a relative \(10^{-3}\).

**Finite jumps.** If the molecule jumps by \(\pm\delta\) about each axis, at a frequency that keeps the mean square angle per time at \(2D_i\), each contribution \(D_i\) is replaced by \(2D_i(1-\cos\delta)/\delta^2\). For \(\delta=30^\circ\) the rates fall by 2.3%.

**Inertia.** If friction acts without delay, angular velocity is forgotten in a time \(ID/k_BT\), where \(I\) is the moment of inertia and \(k_BT/D\) the friction coefficient. For a uniform ellipsoid of 300 u this is about 0.013 ps across the axis and 0.015 ps about it, less than \(10^{-4}\) of the relaxation times. Forces in a real liquid persist for longer than this. If they last 0.1 ps, the angular velocity takes about 0.2 ps to die out, which is still only about \(10^{-3}\) of the shorter relaxation time.

**Strong fields and neighbours.** At 0.01 MV/cm, \(\mu E/k_BT=0.0024\), and the static response falls short of linearity by a relative \(4\times10^{-7}\). The dipole coupling, measured by \(\mu^2/4\pi\varepsilon_0\varepsilon_sr^3\) (a head-to-tail pair has twice this energy), at the mean spacing \(r=N^{-1/3}\) is about \(0.0065\,k_BT\). It grows as the inverse cube of the distance and would be about \(0.9\,k_BT\) at 0.5 nm, so the small value describes molecules at the mean spacing and not pairs in contact.

These parameters are order-of-magnitude values for a rod-shaped mesogenic ester dissolved in a light nonpolar liquid such as cyclohexane near room temperature. The diffusion coefficients depend strongly on how the liquid moves at the molecular surface. For a smooth ellipsoid of the stated size that drags the adjacent liquid with it, at a viscosity of 0.9 mPa s, hydrodynamics gives \(D_\perp\approx0.9\) and \(D_\parallel\approx4\) ns\(^{-1}\). The two rates would then differ by a factor of 2.9 instead of 5.5. If the liquid slips freely along the surface, \(D_\perp\) rises to about 1.5 ns\(^{-1}\), and a smooth body with a symmetry axis meets no hydrodynamic resistance to spinning. \(D_\parallel\) is then limited by what this estimate leaves out, such as the uneven surface of a real molecule. The moment of 3 D is larger than a lone ester group provides, roughly 2 D, and supposes a further polar substituent. Apart from these uncertain parameters, the local field is the largest of the corrections sized here: in the empty-cavity estimate it moves the apparent tilt by about \(6^\circ\) and the strength by almost half. Such molecules also have flexible parts, whose internal motion can relax some of the dipole without turning the whole molecule; the rigid model does not size this. In a nematic phase the liquid is no longer isotropic, and neither the averages of \(1/3\) nor the two-term result can be carried over. The values for the example and for the empty cavity are in the numerical output below.

## Table of computed values

```
Input D_perp = 0.50 1/ns
Input D_par = 5.00 1/ns
Input tilt = 50.0 degrees
Input temperature = 300 K
Input dipole moment = 3.0 D
Dipole moment in SI = 1.0007e-29 C m
Input concentration = 0.10 mol/L
Number density = 6.0221e+25 1/m^3
Input molecule length, width = 2.0, 0.5 nm
Input molecular mass = 300 u
Input solvent relative permittivity = 2.0
Axial process: rate = 1.000 1/ns
Axial process: time = 1.0000 ns
Axial process: Debye frequency = 159.2 MHz
Axial process: weight = 0.4132
Transverse process: rate = 5.500 1/ns
Transverse process: time = 0.1818 ns
Transverse process: Debye frequency = 875.4 MHz
Transverse process: weight = 0.5868
C(0.1 ns): formula 0.71243, rotations 0.71243
C(0.5 ns): formula 0.28812, rotations 0.28812
C(1.0 ns): formula 0.15440, rotations 0.15440
Largest error of C(t), all test cases = 3.6e-08
Largest error of chi/S, all test cases = 2.6e-04
Static susceptibility S = 0.05481
Axial amplitude = 0.02265
Transverse amplitude = 0.03217
Loss peak frequency = 637.4 MHz
Loss peak height chi'' = 0.02063
Loss peak height / S = 0.3764
Loss width at half height = 1.640 decades
Single Debye width at half height = 1.144 decades
Number of loss maxima in example = 1
Loss maxima with D_par = 20 1/ns: 2
Angular velocity memory, across axis = 0.0128 ps
Angular velocity memory, about axis = 0.0150 ps
Memory across axis / axial time = 1.3e-05
Memory about axis / transverse time = 8.3e-05
Rate reduction for 30 degree jumps = 2.26 %
Transverse D values, unequal case = 0.55, 0.45 1/ns
Resulting splitting of transverse rate = 1.82 %
Input field = 0.010 MV/cm
mu E/(kB T) = 0.00242
Static saturation correction = 3.9e-07
Dipole coupling at mean spacing / kB T = 0.0065
Cavity field factor along axis = 1.0392
Cavity field factor across axis = 1.3006
Axial amplitude with cavity field = 0.02446
Transverse amplitude with cavity field = 0.05441
Axial weight with cavity field = 0.3101
Apparent tilt if cavity ignored = 56.2 degrees
```
